# The correlation contribution to hydride–hydroxyl exchange between AlH3 and water

## The problem

When an oxide is grown by atomic layer deposition with water as the oxygen source, the water replaces a ligand on a metal atom by a hydroxyl group. A small gas-phase model of this step, with hydrogen as the ligand, is

\[
\mathrm{AlH_3+H_2O\longrightarrow AlH_2OH+H_2}.
\]

Find its electronic reaction energy with Hartree–Fock (HF), MP2 and CCSD(T) in one basis, and isolate the part due to electron correlation.

The four molecules are treated as isolated, nonrelativistic closed-shell singlets with fixed nuclei. The basis is def2-SVP, and the geometries are HF minima in that basis. The Al 1s, 2s, 2p and O 1s orbitals stay doubly occupied, so "correlation" means valence correlation unless stated otherwise. Molecular energies are in hartree and reaction energies in eV, with 1 hartree = 27.2114 eV. A negative reaction energy favours the products.

## A tempting solution

The molecules AlH3, H2O, AlH2OH and H2 have 3, 4, 6 and 1 valence electron pairs. Correlation lowers the energy of each pair by some amount \(e_p\). Since the number of pairs is conserved,

\[
\Delta E_c=(6+1-3-4)\,e_p=0 .
\]

Correlation then cancels, and HF suffices. Its energies give

\[
\begin{aligned}
\Delta E_{\rm HF}={}&(-318.428017-1.128929)\\
&-(-243.555896-75.961338)\\
={}&-0.039712\ \text{hartree}=-1.081\ \text{eV}.
\end{aligned}
\]

The answer would be −1.08 eV, with no correlation contribution.

## Where it fails

The HF arithmetic and the pair count are right. The fault is the single constant \(e_p\). For \(n\) pairs a more careful bookkeeping is

\[
E_c=\sum_{p=1}^{n}e_p+\sum_{p<q}e_{pq},
\]

where \(e_p\) belongs to two electrons in one orbital and \(e_{pq}\) to electrons in two different orbitals. Conservation of \(n\) fixes neither sum. The values \(e_p\) depend on the orbitals, and the number of terms in the second sum, \(n(n-1)/2\), is not conserved: it is \(3+6=9\) for the reactants and \(15+0=15\) for the products. These terms have different sizes, so the count alone does not predict the result. The tempting argument holds in the limit where every pair keeps its own energy and the change in the interpair sum vanishes.

The CCSD(T) correlation energies obtained below, divided by the number of pairs, are −0.033 hartree in AlH3, −0.053 in H2O, −0.047 in AlH2OH and −0.035 in H2. They differ by up to 0.02 hartree, or about 0.5 eV. No constant pair energy describes them.

## Defining the contribution

For a method \(M\), write the energy of molecule \(s\) as \(E_s[M]=E_{{\rm HF},s}+E_{c,s}[M]\). With \(\nu_s=+1\) for products and \(-1\) for reactants,

\[
\Delta E_c[M]=\Delta E[M]-\Delta E_{\rm HF}
=\sum_s\nu_sE_{c,s}[M].
\]

The HF energies drop out because both reaction energies use the same basis and geometries. If each method had its own geometries, the difference would also contain relaxation. To see this, let \(g\) be the gradient of \(E_c\) at an HF minimum, where the HF gradient vanishes, and let \(K\) be the Hessian of the correlated energy for internal motions. For a small displacement \(\delta\),

\[
E(\delta)\approx E(0)+g^T\delta+\tfrac12\delta^TK\delta .
\]

Setting the derivative to zero gives \(\delta=-K^{-1}g\), and substitution gives

\[
E(\delta)-E(0)\approx-g^TK^{-1}g+\tfrac12g^TK^{-1}g
=-\tfrac12g^TK^{-1}g .
\]

This separate term is not included here.

## MP2

Let \(F\) be the sum of one-electron Fock operators, and connect it to the true Hamiltonian \(H\) by

\[
H(\lambda)=F+\lambda(H-F).
\]

The unperturbed state is the HF determinant \(\Phi_0\). The zeroth- and first-order energies add to

\[
\langle\Phi_0|F|\Phi_0\rangle+\langle\Phi_0|H-F|\Phi_0\rangle
=\langle\Phi_0|H|\Phi_0\rangle=E_{\rm HF},
\]

where \(H\) includes the constant nuclear repulsion. Correlation therefore starts at second order:

\[
E_2=\sum_{n\ne0}
\frac{|\langle\Phi_n|H-F|\Phi_0\rangle|^2}{E_0^{(0)}-E_n^{(0)}} .
\]

Let \(i,j\) label occupied valence orbitals and \(a,b\) empty ones. For a single excitation, \(\langle\Phi_i^a|H|\Phi_0\rangle\) and \(\langle\Phi_i^a|F|\Phi_0\rangle\) both equal the Fock element \(F_{ai}\), which is zero for HF orbitals. Triple and higher excitations do not couple to \(\Phi_0\), because \(H\) contains at most two-electron operators. Double excitations remain. For real orbitals define

\[
g_{ijab}=(ia|jb)=\iint
\frac{\phi_i(1)\phi_a(1)\,\phi_j(2)\phi_b(2)}{r_{12}}\,d1\,d2,
\]

\[
D_{ijab}=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b<0 .
\]

For electrons of opposite spin there is no exchange integral, and every choice of \(i,j,a,b\) is a distinct excitation:

\[
E_{\rm OS}=\sum_{ijab}\frac{g_{ijab}^2}{D_{ijab}} .
\]

For equal spins the matrix element is \(g_{ijab}-g_{ijba}\). Summing freely over all indices counts each excitation four times, and there are two spin directions, so the prefactor is \(2/4\):

\[
E_{\rm SS}=\frac12\sum_{ijab}
\frac{(g_{ijab}-g_{ijba})^2}{D_{ijab}}
=\sum_{ijab}\frac{g_{ijab}(g_{ijab}-g_{ijba})}{D_{ijab}} .
\]

The last step expands the square and exchanges the names \(a,b\) in the term \(g_{ijba}^2\), which leaves \(D\) unchanged. Addition gives

\[
E_2=\sum_{ijab}
\frac{g_{ijab}(2g_{ijab}-g_{ijba})}{D_{ijab}} .
\]

This was tested on all-electron water in the minimal STO-3G basis, where full configuration interaction (full CI) gives the lowest energy of \(H(\lambda)\) within the basis. The energies at \(\lambda=0,\pm0.01\) give half the second derivative as −0.0344215 hartree. The MP2 value is −0.0344212 hartree.

For the reaction, the MP2 correlation energies give

\[
\begin{aligned}
\Delta E_c[\mathrm{MP2}]={}&(-0.258610-0.026324)\\
&-(-0.075918-0.200202)\\
={}&-0.008814\ \text{hartree}=-0.240\ \text{eV}.
\end{aligned}
\]

Of this, −0.139 eV is opposite-spin and −0.101 eV same-spin. Two electrons of equal spin cannot share a spatial orbital, so the same-spin part comes entirely from interpair terms. It is 42% of the MP2 contribution, and the tempting solution has no place for it. It is not the whole interpair part, since opposite-spin electrons in different orbitals are correlated too. Their terms can offset the same-spin part, and the division into \(e_p\) and \(e_{pq}\) changes with the choice of orbitals. The 42% is therefore not the share of all interpair terms.

## CCSD(T)

Coupled cluster with single and double excitations (CCSD) writes

\[
|\Psi\rangle=e^{T_1+T_2}|\Phi_0\rangle,
\]

where \(T_1\) and \(T_2\) create all single and double excitations with unknown amplitudes. With \(T=T_1+T_2\), the amplitudes and the energy follow from

\[
\langle\Phi_i^a|e^{-T}He^{T}|\Phi_0\rangle=0,\qquad
\langle\Phi_{ij}^{ab}|e^{-T}He^{T}|\Phi_0\rangle=0,
\]

\[
E_{\rm CCSD}=\langle\Phi_0|e^{-T}He^{T}|\Phi_0\rangle .
\]

The (T) correction adds connected triple excitations perturbatively. In spin orbitals, let \(W\) be the coupling of a triple excitation to the converged doubles through \(H-F\), connected terms only. Let \(U\) be the antisymmetrized product of a single amplitude and a two-electron integral. Then

\[
E_{\rm (T)}=\frac1{36}\sum_{ijkabc}
\frac{W_{ijk}^{abc}\left(W_{ijk}^{abc}+U_{ijk}^{abc}\right)}
{\varepsilon_i+\varepsilon_j+\varepsilon_k-\varepsilon_a-\varepsilon_b-\varepsilon_c}.
\]

The factor \(1/36=1/(3!)^2\) removes the repeated orderings of the occupied and of the empty orbitals. The \(W^2\) term has the form of a second-order energy and is not positive; the \(WU\) term adds the coupling to single excitations. This expression defines the correction and is not a full treatment of triples. H2 has two electrons, hence no triples, and CCSD is full CI for it within the basis.

The CCSD part of the reaction is

\[
\begin{aligned}
\Delta E_c[\mathrm{CCSD}]={}&(-0.279061-0.034535)\\
&-(-0.098892-0.209810)\\
={}&-0.004894\ \text{hartree}=-0.133\ \text{eV},
\end{aligned}
\]

and the triples add

\[
\begin{aligned}
\Delta E_{\rm (T)}&=-0.004774-(-0.001068-0.002920)\\
&=-0.000786\ \text{hartree}=-0.021\ \text{eV}.
\end{aligned}
\]

Hence

\[
\Delta E_c[\mathrm{CCSD(T)}]=-0.005680\ \text{hartree}
=-0.155\ \text{eV}=-14.9\ \text{kJ/mol}.
\]

The reaction energies in def2-SVP are −1.081 eV (HF), −1.320 eV (MP2) and −1.235 eV (CCSD(T)), or −104.3, −127.4 and −119.2 kJ/mol. HF has the right sign but misses 13% of the CCSD(T) value.

The reactants together have a CCSD(T) correlation energy of −0.3127 hartree. The reaction changes it by 1.8%. Most of the correlation energy does cancel, but the remainder matters on the scale of a reaction energy.

## Why MP2 overshoots

MP2 recovers less correlation energy than CCSD(T) in every molecule, yet gives a larger reaction contribution. The missing amounts show how this comes about numerically. They are 0.0240 hartree in AlH3 and 0.0125 in H2O, together 0.0366. In AlH2OH and H2 they are 0.0252 and 0.0082, together 0.0334. MP2 thus leaves the reactants too high by 0.0031 hartree more than the products, which makes the reaction too exothermic by 0.085 eV relative to CCSD(T).

A comparison with full CI for the whole reaction is possible in STO-3G, at the same geometries and with the same frozen core. Full CI gives a correlation contribution of −0.246 eV. The deviations are +0.007 eV for MP2, +0.064 eV for CCSD and +0.003 eV for CCSD(T). The triples are needed there to bring coupled cluster close to full CI. The good MP2 value does not carry over to def2-SVP, where MP2 and CCSD(T) differ by 0.085 eV. Likewise, the small CCSD(T) deviation in STO-3G is not an error bound for the larger basis.

The largest \(T_1\) diagnostic is 0.014. It is the norm of the single amplitudes, counted once for each pair of spatial orbitals \(i,a\) and not once per spin, divided by the square root of the number of correlated electrons. This lies below the customary rough warning level of 0.02 and gives no sign that one determinant is a poor starting point.

## Why separate molecules may be added

The sum over molecules requires that two distant molecules \(A\) and \(B\) have energy \(E_A+E_B\). For closed-shell fragments without mutual interaction, the coupled-cluster operator is \(T_A+T_B\). The two parts commute, so

\[
e^{T_A+T_B}=e^{T_A}e^{T_B},
\]

and the energies add. In MP2, with orbitals localized on the fragments, integrals linking them vanish and the sum splits in the same way.

Configuration interaction truncated at double excitations (CISD) lacks this property: simultaneous double excitations on \(A\) and \(B\) form a quadruple excitation, which is excluded. For H2O and H2 placed 200 bohr apart, the additivity error is below \(10^{-7}\) hartree for MP2 and CCSD(T), but 0.0045 hartree, or 0.12 eV, for CISD. That is nearly as large as the contribution sought.

## Basis, core and geometry

Density-fitted MP2 in the larger def2-TZVPP basis, at the same geometries, moves the HF reaction energy from −1.081 to −1.144 eV and the MP2 contribution from −0.240 to −0.207 eV. The shifts are −0.063 and +0.033 eV and partly cancel. If the difference between CCSD(T) and MP2 changes little with the basis, then

\[
\Delta E\approx-1.235-0.063+0.033=-1.27\ \text{eV},
\]

or about −122 kJ/mol. On the same assumption the correlation contribution becomes \(-0.155+0.033=-0.12\) eV. The value −0.155 eV therefore belongs to def2-SVP and is not a basis-set limit. The estimates −0.12 and −1.27 eV are not limits either: no basis larger than def2-TZVPP was used, and the one step taken moved the parts by 0.03 to 0.06 eV, so their second decimal is uncertain. Correlating the core as well changes the MP2 reaction energy by 0.002 eV in def2-TZVPP. This is a rough figure, because the basis has no functions designed for core correlation.

The contribution also depends on the geometries. With HF/STO-3G structures, but still the def2-SVP basis for the energies, the MP2 value shifts by +0.047 eV, a fifth of its size. This shows sensitivity to a cruder set of structures; it does not measure the relaxation term derived above.

## From electronic energy to process conditions

For ideal gases with rigid rotation and harmonic vibrations, the correction to the electronic energy of molecule \(s\), in atomic units, is

\[
G_s=\sum_v\left[\frac{\omega_v}{2}+kT\ln\!\left(1-e^{-\omega_v/kT}\right)\right]
-kT\ln(q_{\rm tr}q_{\rm rot}),
\]

\[
q_{\rm tr}=\left(\frac{m_skT}{2\pi}\right)^{3/2}\frac{kT}{p}.
\]

For a nonlinear molecule with principal moments of inertia \(I_1,I_2,I_3\) and symmetry number \(\sigma\), \(q_{\rm rot}=\sqrt{\pi}\,(2kT)^{3/2}\sqrt{I_1I_2I_3}/\sigma\). For H2 it is \(2IkT/\sigma\). Each molecule contributes \(+kT\ln p\). Two molecules become two molecules, so a common pressure cancels.

The enthalpy follows from \(H=G-T\,\partial G/\partial T\). Translation varies as \(T^{5/2}\) and rotation as \(T^{3/2}\), or as \(T\) for H2, so

\[
H_s=\sum_v\left[\frac{\omega_v}{2}+\frac{\omega_v}{e^{\omega_v/kT}-1}\right]+c_skT,
\]

with \(c_s=4\) for the nonlinear molecules and \(7/2\) for H2.

At 500 K, with each gas at 1 Torr, HF/STO-3G structures and frequencies give corrections of −0.10 eV for zero-point energy alone, −0.08 eV for the enthalpy and −0.02 eV for the free energy. The last two include the zero-point part. The free-energy correction is less negative than the enthalpy correction because the entropy falls: \(-T\Delta S=-0.023+0.080=+0.057\) eV. Added to the basis-corrected −1.27 eV, the results are about −1.35 eV for the enthalpy and −1.29 eV for the free energy. They are rough: for water, the STO-3G zero-point energy is 5% above the HF/def2-SVP value, and the entropy depends on the soft bending modes of AlH2OH, whose frequencies are also uncertain in so small a basis. The second decimal of the free energy should not be relied on.

These conditions resemble those often used for thermal deposition of aluminium oxide, though the process also runs at lower temperatures. The usual precursor there is trimethylaluminium, which releases methane, so AlH3 is a model and not the typical reactant. Its correlation contribution must not be carried over. For the loss of one methyl group from trimethylaluminium, approximate structures in def2-SVP give an HF reaction energy of about −1.7 eV and an MP2 contribution within a few hundredths of an eV of zero. The size of the MP2 contribution thus depends on which ligand leaves. A real process also breaks the assumption of isolated molecules. Water can first bind to the electron-poor aluminium atom, by roughly half an eV to one eV for such bonds. This does not change the energy between separated reactants and products, but counted from the bound state the reaction releases less energy by that amount, which exceeds the whole correlation contribution found here. On a surface, neighbouring hydroxyls and oxygen atoms also change the energies of both sides. The reaction energy also does not fix the height of the barrier, and hence does not give the rate. The numerical output lists the main energies and corrections for the AlH3 reaction.

## Values computed for the example and the checks

```
Main basis def2-SVP; HF/def2-SVP geometries; valence correlation
AlH3: E_HF -243.555896, Ec_MP2 -0.075918 hartree
AlH3: Ec_CCSD -0.098892, E_(T) -0.001068 hartree
H2O: E_HF -75.961338, Ec_MP2 -0.200202 hartree
H2O: Ec_CCSD -0.209810, E_(T) -0.002920 hartree
AlH2OH: E_HF -318.428017, Ec_MP2 -0.258610 hartree
AlH2OH: Ec_CCSD -0.279061, E_(T) -0.004774 hartree
H2: E_HF -1.128929, Ec_MP2 -0.026324 hartree
H2: Ec_CCSD -0.034535, E_(T) 0.000000 hartree
AlH2OH: Al-O 1.6885, O-H 0.9404 angstrom
AlH2OH: Al-O-H angle 132.32 degree
AlH3: bond length 1.5799 angstrom
H2O: bond length 0.9450 angstrom
H2: bond length 0.7469 angstrom
AlH2OH lowest out-of-plane stiffness: 0.00771 hartree/bohr^2
Reaction energy HF: -1.0806 eV = -104.26 kJ/mol
Reaction energy MP2: -1.3204 eV = -127.40 kJ/mol
Reaction energy CCSD: -1.2138 eV = -117.11 kJ/mol
Reaction energy CCSD(T): -1.2352 eV = -119.18 kJ/mol
Correlation contribution MP2: -0.2399 eV
Correlation contribution CCSD: -0.1332 eV
Correlation contribution CCSD(T): -0.1546 eV
CCSD(T) correlation contribution: -14.91 kJ/mol
Triples contribution: -0.0214 eV
MP2 opposite-spin contribution: -0.1385 eV
MP2 same-spin contribution: -0.1014 eV
Largest T1 diagnostic: 0.0142 (no unit)
Water STO-3G E2: derivative -0.03442152, MP2 -0.03442124 hartree
Separated-pair error HF: 2.13e-12 hartree
Separated-pair error MP2: -3.32e-10 hartree
Separated-pair error CCSD(T): -3.15e-08 hartree
Separated-pair error CISD: 4.53e-03 hartree
STO-3G full-CI correlation contribution: -0.24575 eV
STO-3G MP2 minus full CI, reaction: 0.00741 eV
STO-3G CCSD minus full CI, reaction: 0.06422 eV
STO-3G CCSD(T) minus full CI, reaction: 0.00292 eV
def2-TZVPP reaction: HF -1.1440, MP2 corr -0.2069 eV
Water density-fitting error, MP2 corr: -0.00006 eV
Core correlation, MP2/def2-TZVPP: 0.0020 eV
Basis-corrected CCSD(T) estimate: -1.2657 eV = -122.12 kJ/mol
MP2 contribution shift at STO-3G geometries: 0.0473 eV
AlH2OH lowest STO-3G frequency: 493.3 cm^-1
Water zero point, STO-3G: 0.6633 eV
Water zero point, def2-SVP: 0.6288 eV
Thermal conditions: 500.0 K, 1.0 Torr
Zero-point correction, rough: -0.1019 eV
Enthalpy correction with zero point, rough: -0.0800 eV
Free-energy correction with zero point, rough: -0.0226 eV
Basis-corrected reaction enthalpy, rough: -1.3457 eV
Basis-corrected free energy, rough: -1.2883 eV
H2 quantum-rotor free-energy correction: -0.00274 eV
```
